# The S(2) sum rule in atoms and in adiabatic TDDFT

**Q:** An absorption spectrum describes how the whole electron cloud moves. Why should any moment of it depend on the density at a single point?

**A:** Let me first fix the moment. I use Hartree atomic units, nonrelativistic electrons and a fixed point nucleus of charge $Z$ at the origin. The Hamiltonian is

$$H=\sum_j\frac{p_j^2}{2}+\sum_j v(\mathbf r_j)+\sum_{i<j}\frac1{|\mathbf r_i-\mathbf r_j|},\qquad v(r)=-\frac Zr .$$

The ground state $\Psi$ has energy $E$ and is taken to be nondegenerate and real. With $\mathbf D=\sum_j\mathbf r_j$ and excitation energies $\omega_n$, define

$$f_n=\tfrac23\,\omega_n|\langle n|\mathbf D|0\rangle|^2,\qquad S(k)=\sum_n f_n\omega_n^k ,$$

where the sum includes the continuum. The moment in question is $S(2)$, which contains three powers of $\omega_n$ and therefore emphasizes fast motion. An electron moves fastest near the nucleus.

**Q:** That is suggestive, but it is not a derivation. How do you remove the excited states?

**A:** Through the momentum $\mathbf P=\sum_j\mathbf p_j$. Only the kinetic energy fails to commute with $\mathbf D$, and $[p^2/2,\mathbf r]=-i\mathbf p$, so $[H,\mathbf D]=-i\mathbf P$. Between $\langle n|$ and $|0\rangle$ this reads

$$\omega_n\langle n|\mathbf D|0\rangle=-i\langle n|\mathbf P|0\rangle .$$

Two of the three powers of $\omega_n$ turn $\mathbf D$ into $\mathbf P$. The third is the eigenvalue of $H-E$, and completeness removes the sum:

$$S(2)=\tfrac23\sum_n\omega_n|\langle n|\mathbf P|0\rangle|^2=\tfrac23\sum_\alpha\langle G_\alpha\Psi|(H-E)|G_\alpha\Psi\rangle .$$

Here $G_\alpha=\sum_j\partial/\partial r_{j\alpha}$, so that $P_\alpha=-iG_\alpha$.

**Q:** $\Psi$ has a cusp at the nucleus, so its gradient jumps there. Is the last expression finite?

**A:** Yes. Near the nucleus an $s$ orbital behaves as $1-Zr$, with gradient $-Z\hat{\mathbf r}$. Differentiating once more gives terms of size $Z/r$. Their square times the volume element $r^2dr$ is integrable, so $G_\alpha\Psi$ has finite kinetic energy.

The next moment is not so fortunate. It is $S(3)=\frac23\sum_\alpha\|(H-E)G_\alpha\Psi\|^2$, and we shall see that $(H-E)G_\alpha\Psi$ contains the nuclear force, of size $Z/r^2$. Its square gives $\int r^{-4}r^2dr$, which diverges at the origin when the density there is nonzero. Thus $S(2)$ converges, but the high-energy part of the spectrum matters.

**Q:** Where does the electron repulsion go?

**A:** It drops out because it depends on coordinate differences, which a common displacement leaves unchanged. Apply $G_\alpha$ to $(H-E)\Psi=0$. It commutes with the kinetic energy and the repulsion, leaving

$$(H-E)G_\alpha\Psi=-\Big[\sum_j\partial_\alpha v(\mathbf r_j)\Big]\Psi .$$

Insert this, and use $\Psi\,G_\alpha\Psi=\frac12G_\alpha\Psi^2$:

$$S(2)=-\tfrac13\sum_\alpha\int\Big[\sum_j\partial_\alpha v(\mathbf r_j)\Big]\Big[\sum_k\frac{\partial\Psi^2}{\partial r_{k\alpha}}\Big].$$

The integral runs over all electron coordinates, with spins summed. For $k\ne j$, the force does not depend on $\mathbf r_k$, and the integral over $\mathbf r_k$ is that of a total derivative, which vanishes. The terms $k=j$ combine into the density:

$$S(2)=-\frac13\int\nabla n\cdot\nabla v\,d^3r. \tag{1}$$

Repulsion still affects the answer, through $n$.

**Q:** I would like to see that cancellation with electrons that really interact.

**A:** Take two electrons in one dimension, with attraction $v(x)=-2/\sqrt{x^2+2}$ and repulsion $1/\sqrt{(x_1-x_2)^2+2}$. The same argument for one direction, followed by an integration by parts, gives

$$\sum_n\omega_n^3|\langle n|X|0\rangle|^2=\tfrac12\Big\langle\sum_jv''(x_j)\Big\rangle,\qquad X=x_1+x_2 .$$

Without repulsion, both sides are 0.263332. With it, the explicit state sum is 0.220168 and the expectation value is 0.220156. The repulsion changes the value by about 16 percent, while the two sides still agree to about 5 parts in $10^5$. The small remainder comes from the finite length of the grid (18 bohr), so the last digits are not converged: lengthening it to 25 bohr at the same spacing moves both sides to 0.220154, where they agree to about 1 part in $10^7$.

**Q:** Equation (1) is still an integral over all space. How does it become a value at the nucleus?

**A:** For the Coulomb potential, $\nabla v=Z\hat{\mathbf r}/r^2$. The factor $1/r^2$ cancels the volume element:

$$\int\nabla n\cdot\nabla v\,d^3r=Z\int d\Omega\int_0^\infty\frac{\partial n}{\partial r}\,dr=-4\pi Z\,n(0).$$

The density vanishes at infinity, so the lower limit supplies the result. Equation (1) then gives

$$\boxed{S(2)=\frac{4\pi Z}{3}\,n(0)} \tag{2}$$

The density need not be spherical, since every radial line ends at the same $n(0)$.

For one electron, $n(0)=Z^3/\pi$ and hence $S(2)=4Z^4/3$. The explicit state sum for hydrogen gives 1.333333 hartree². For $Z=10$ it gives 13333.334 hartree², against 13333.333 hartree² from the density. The fourth power of $Z$ shows how strongly this moment favors tightly bound electrons.

**Q:** All this used the true many-electron Hamiltonian. TDDFT has no such Hamiltonian behind an approximate functional. What can replace it?

**A:** The density response. Consider a closed-shell atom with real Kohn-Sham spin-orbitals. The Kohn-Sham potential is $v_s=v+v_{\rm Hxc}$, where $v_{\rm Hxc}$ is the Hartree potential plus a multiplicative $v_{\rm xc}=\delta E_{\rm xc}/\delta n$. In the adiabatic approximation the induced potential follows the density at the same instant:

$$\delta v_{\rm Hxc}(\mathbf r,t)=\int f_{\rm Hxc}(\mathbf r,\mathbf r')\,\delta n(\mathbf r',t)\,d^3r',\qquad f_{\rm Hxc}=\frac{\delta v_{\rm Hxc}}{\delta n}.$$

An electric field acts equally on both spins, so the derivative with respect to the total density suffices.

Let $i,j$ be occupied and $a,b$ empty, with gaps $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. To first order, write

$$\phi_i(t)=e^{-i\varepsilon_it}\Big[\phi_i+\sum_a c_{ia}(t)\phi_a\Big].$$

Mixing among occupied orbitals does not change the density and can be omitted. The time-dependent equation gives

$$i\dot c_{ia}=\Delta_{ia}c_{ia}+u_{ia},\qquad u_{ia}=\langle a|\delta v+\delta v_{\rm Hxc}|i\rangle,$$

where $\delta v$ is the applied perturbation.

**Q:** Those amplitudes are complex. How do you reach excitation energies?

**A:** Set $c=(q+is)/2$, with $q$ and $s$ real. Then $\delta n=\sum_{ia}\phi_i\phi_aq_{ia}$. The imaginary part of the equation gives $\dot q=\Delta s$, and the real part gives $-\dot s=\Delta q+2u$. Eliminating $s$,

$$\ddot q=-\Delta^2q-2\Delta u .$$

The induced part of $u$ is $Kq$, where

$$K_{ia,jb}=\iint\phi_i\phi_a(\mathbf r)\,f_{\rm Hxc}(\mathbf r,\mathbf r')\,\phi_j\phi_b(\mathbf r')\,d^3r\,d^3r' .$$

Treat $\Delta$ as a diagonal matrix and put $q=\Delta^{1/2}y$. This yields coupled oscillators:

$$\ddot y=-\Omega y-2\Delta^{1/2}u^{\rm ext},\qquad \Omega=\Delta^2+2\Delta^{1/2}K\Delta^{1/2}.$$

Because $f_{\rm Hxc}$ is a second functional derivative of an energy, $\Omega$ is symmetric. Stability is a further assumption: $\Delta+2K$ must be positive definite, and then $\Omega F_n=\omega_n^2F_n$ has positive eigenvalues.

**Q:** And the oscillator strengths?

**A:** Apply $\delta v=\mathcal E r_\alpha\cos\omega t$ and let $d^\alpha_{ia}=\langle a|r_\alpha|i\rangle$. The steady solution is $y=-2\mathcal E(\Omega-\omega^2)^{-1}\Delta^{1/2}d^\alpha\cos\omega t$. The induced value of $D_\alpha$ is $d^{\alpha T}\Delta^{1/2}y$. Dividing it by $-\mathcal E\cos\omega t$ gives the polarizability

$$\alpha_{\alpha\alpha}(\omega)=2\sum_n\frac{|d^{\alpha T}\Delta^{1/2}F_n|^2}{\omega_n^2-\omega^2}.$$

Averaged over directions, it has the form $\sum_nf_n/(\omega_n^2-\omega^2)$, the form that first-order perturbation theory gives for the true atom. Therefore

$$f_n=\tfrac23\sum_\alpha|d^{\alpha T}\Delta^{1/2}F_n|^2 .$$

Multiplying by $\omega_n^2$ and summing over the complete set $F_n$ restores $\Omega$:

$$S(2)=\tfrac23\sum_\alpha d^{\alpha T}\Delta^3d^\alpha+\tfrac43\sum_\alpha(\Delta d^\alpha)^TK(\Delta d^\alpha). \tag{3}$$

**Q:** The first term belongs to independent electrons in $v_s$. But the sum over $a$ excludes occupied orbitals, so you cannot use completeness.

**A:** I can add the missing terms, because they sum to zero. For occupied $i$ and $j$, the two contributions are $\Delta_{ij}^3d_{ij}^2$ and $\Delta_{ji}^3d_{ji}^2$. The gaps have opposite signs and the squared dipoles are equal.

With the full set available, the argument leading to equation (1) applies to each orbital in the potential $v_s$. Summing over occupied orbitals gives

$$\tfrac23\sum_\alpha d^{\alpha T}\Delta^3d^\alpha=-\frac13\int\nabla n\cdot\nabla v_s\,d^3r. \tag{4}$$

This is not yet the desired rule, because $v_s$ contains $v_{\rm Hxc}$.

**Q:** So the kernel term has to remove exactly that part. How can a double sum over orbital pairs know about it?

**A:** The combination $\Delta d$ describes a rigid displacement. Since $v_s$ is multiplicative, it commutes with $r_\alpha$. With $h=p^2/2+v_s$,

$$\Delta_{ia}d^\alpha_{ia}=\langle a|[h,r_\alpha]|i\rangle=-\langle a|\partial_\alpha|i\rangle .$$

Now form the density belonging to these amplitudes. The occupied pairs can again be added, because $\phi_i\phi_j(\Delta_{ij}d_{ij}+\Delta_{ji}d_{ji})=0$. Completeness then gives

$$\sum_{ia}\phi_i\phi_a\Delta_{ia}d^\alpha_{ia}=-\sum_i\phi_i\partial_\alpha\phi_i=-\tfrac12\partial_\alpha n. \tag{5}$$

Two factors of $-\frac12$ multiply the $\frac43$ in equation (3), so the kernel term is

$$\frac13\iint\nabla n(\mathbf r)\cdot f_{\rm Hxc}(\mathbf r,\mathbf r')\nabla'n(\mathbf r')\,d^3r\,d^3r'. \tag{6}$$

**Q:** I still see a kernel there, not a potential.

**A:** Here the common functional enters. Hartree and exchange-correlation energies do not depend on where the density is placed in space. If the density is moved to $n(\mathbf r-\mathbf a)$, its potential moves to $v_{\rm Hxc}(\mathbf r-\mathbf a)$. To first order in $\mathbf a$, the density changes by $-\mathbf a\cdot\nabla n$ and the potential by $-\mathbf a\cdot\nabla v_{\rm Hxc}$. The kernel is the derivative that connects these changes, hence

$$\int f_{\rm Hxc}(\mathbf r,\mathbf r')\nabla'n(\mathbf r')\,d^3r'=\nabla v_{\rm Hxc}(\mathbf r). \tag{7}$$

Expression (6) becomes $+\frac13\int\nabla n\cdot\nabla v_{\rm Hxc}\,d^3r$. Adding it to equation (4) leaves

$$S(2)=-\frac13\int\nabla n\cdot\nabla(v_s-v_{\rm Hxc})\,d^3r=-\frac13\int\nabla n\cdot\nabla v\,d^3r=\frac{4\pi Z}{3}n(0).$$

The density is now the Kohn-Sham density. Physically, the electron cloud carries its own mean-field potential along when displaced, so that potential exerts no restoring force on the cloud as a whole. The nucleus stays behind and does.

**Q:** Is that picture useful beyond a Coulomb center?

**A:** Replace the nucleus by a harmonic trap, $v=\frac12\omega_0^2r^2$. For $N$ electrons, equation (1) gives

$$S(2)=-\frac{\omega_0^2}3\int\mathbf r\cdot\nabla n\,d^3r=N\omega_0^2,$$

after integration by parts with $\nabla\cdot\mathbf r=3$.

A stronger statement holds here. For the true electrons, $[H,\mathbf P]=i\omega_0^2\mathbf D$ and $[H,\mathbf D]=-i\mathbf P$ together give $\omega_n^2\langle n|\mathbf D|0\rangle=\omega_0^2\langle n|\mathbf D|0\rangle$, so only excitations with $\omega_n=\omega_0$ carry dipole strength. Adiabatic TDDFT reproduces this. Since $[h,\partial_\alpha]=-\partial_\alpha v_s$, we have $\Delta^2d^\alpha=\langle a|\partial_\alpha v_s|i\rangle$. Equations (5) and (7) give $2K\Delta d^\alpha=-\langle a|\partial_\alpha v_{\rm Hxc}|i\rangle$. Together,

$$\Omega\Delta^{1/2}d^\alpha=\Delta^{1/2}\langle a|\partial_\alpha v|i\rangle=\omega_0^2\,\Delta^{1/2}d^\alpha .$$

The dipole vector is itself an eigenvector, so all dipole strength lies at $\omega_0$. In an atom the nuclear force is not linear in $\mathbf r$, and the strength spreads over many energies.

**Q:** Suppose I keep the ground state but use a simpler kernel $g$. What do I lose?

**A:** Equation (4) and expression (6), with $g$ in place of $f_{\rm Hxc}$, give the error

$$S_g(2)-\frac{4\pi Z}{3}n(0)=\frac13\iint\nabla n\cdot(g-f_{\rm Hxc})\nabla'n'\,d^3r\,d^3r' .$$

If $g$ lacks the part of the kernel belonging to a potential $v_o$, equation (7) for that part turns the error into

$$\delta S(2)=-\frac13\int\nabla n\cdot\nabla v_o\,d^3r. \tag{8}$$

For an omitted Hartree part, $\nabla^2v_{\rm H}=-4\pi n$ gives $\delta S(2)=-\frac{4\pi}3\int n^2d^3r$, which is negative. For local exchange, $v_x=-(3n/\pi)^{1/3}$ and $f_x=v_x/(3n)<0$. Then $\delta S(2)=-\frac13\int f_x|\nabla n|^2d^3r$ is positive. The two omissions partly offset each other.

**Q:** Show me an atom in which occupied $s$ and $p$ shells test your cancellations.

**A:** Neon will do. I use the local density approximation (LDA), with Slater exchange and VWN correlation, in a radial spline basis. The response couples the channels $1s\to p$, $2s\to p$, $2p\to s$ and $2p\to d$. The continuum is represented by discrete states in a box of radius 20 bohr.

The density at the nucleus is $581.548+32.982=614.530$ bohr⁻³, from $1s$ and $2s$ respectively; the $2p$ orbitals vanish there. The rule therefore predicts

$$\frac{4\pi\times10}{3}\times614.530=25741.4\ \text{hartree}^2 .$$

Summing over the TDDFT excitations, without using $n(0)$, gives 25741.3 hartree², or $1.906\times10^7$ eV². The unrounded values differ by $1.6\times10^{-6}$ of the density prediction. Equation (5) is tested separately: its largest deviation is $4.4\times10^{-8}$ of the maximum of the radial function compared. The displacement identity (7) is also tested, for the Hartree and exchange-correlation parts.

**Q:** Could the kernel simply be too unimportant for this agreement to mean anything?

**A:** Omitting it answers that. All rows use the same LDA ground state, and changes are relative to the matched calculation.

| Omitted from kernel | $S(2)$ / hartree² | Change / hartree² |
|---|---:|---:|
| Nothing | 25741.3 | 0 |
| Correlation | 25743.6 | +2.251 |
| Exchange and correlation | 26032.0 | +290.678 |
| Whole kernel | 25328.3 | −413.061 |

The force integrals in equation (8) reproduce all three changes to the digits shown. Subtraction isolates the Hartree contribution: $-413.061-290.678\approx-703.74$ hartree². Its negative sign is the one found above. Likewise, exchange alone contributes $290.678-2.251=288.427$ hartree², with the positive sign found above for local exchange.

The whole kernel changes $S(2)$ by only 1.60 percent, but the remaining mismatch in the matched calculation is about 0.04 hartree². Even the small correlation contribution is clearly resolved.

**Q:** Does $S(0)$ show the same sensitivity?

**A:** No. Summing $f_n$ over the complete set $F_n$ gives $S(0)=\frac23\sum_\alpha d^{\alpha T}\Delta d^\alpha$, with no $K$. For each occupied orbital and direction, the sum over all $a$ is

$$\sum_a\Delta_{ia}(d^\alpha_{ia})^2=-\langle i|r_\alpha\partial_\alpha|i\rangle=\tfrac12 ,$$

where the last step is an integration by parts. Occupied pairs cancel again, so $S(0)=\frac23\cdot3\cdot\frac N2=N$. The neon calculation gives 10.000000. A correct electron count therefore says nothing about whether the kernel matches the potential.

The ratio $\sqrt{S(2)/S(0)}=50.7$ hartree is the root-mean-square excitation energy, weighted by oscillator strength. It exceeds the magnitude of the $1s$ orbital energy, 30.3 hartree. Some strength must lie above 50.7 hartree, so a basis suited to valence excitations alone cannot be expected to give this moment.

**Q:** Then has LDA given the correct $S(2)$ of neon?

**A:** That does not follow. The rule holds for the true atom with its true density, and for adiabatic TDDFT with its own. Within the nonrelativistic, fixed-nucleus model, their ratio is

$$\frac{S_{\rm TDDFT}(2)}{S_{\rm true}(2)}=\frac{n_{\rm KS}(0)}{n_{\rm true}(0)} .$$

Satisfying the rule is necessary for a kernel that matches the ground-state potential, but it is not sufficient, because different kernel errors can cancel in this one number. The accuracy of $n(0)$ is a separate question. In neon the $1s$ shell supplies 94.6 percent of that density, so agreement for valence excitations would not settle it. The model itself has a limit here, because the sum converges slowly at high energy. For $Z=10$, more than a third of $S(2)$ comes from excitation energies above $cZ\approx1370$ hartree, where the wavelength of the light approaches the size of the $1s$ shell and the dipole approximation fails, and about 12 percent comes from above $mc^2$. The moment is a property of the nonrelativistic dipole model and cannot be read directly from a measured absorption spectrum.

**Q:** When would you refuse to use the proof?

**A:** When one of its steps is missing. A $v_{\rm xc}$ altered by more than a constant, combined with an unaltered kernel, loses equation (7). So does a kernel evaluated at a density other than the self-consistent one. A hybrid with nonlocal exchange has a potential that does not commute with $\mathbf r$, so the step before equation (5) needs a different treatment. A kernel with memory lies outside the adiabatic equations used here. The Tamm-Dancoff approximation replaces the eigenproblem for $\Omega$ by one for $\Delta+K$, so equation (3) and the result for $S(0)$ are both lost: in neon with the matched kernel it gives $S(0)\approx11.3$ and an $S(2)$ about 3 percent too large. The force integrals must also converge, and the ground state must be stable. The full set of values is in the numerical output.

## Table of computed values

```
ONE-DIMENSIONAL TWO-ELECTRON MODEL (atomic units)
No repulsion: state sum            0.263332
No repulsion: half <sum v''>       0.263332
With repulsion: state sum          0.220168
With repulsion: half <sum v''>     0.220156
HYDROGEN
Density at nucleus                 0.318310 bohr^-3
S(2), state sum                    1.333333 hartree^2
S(2), from density at nucleus      1.333333 hartree^2
ONE-ELECTRON ION, Z = 10
Density at nucleus                 318.3099 bohr^-3
S(2), state sum                    13333.334 hartree^2
S(2), from density at nucleus      13333.333 hartree^2
NEON, LDA (Slater exchange, VWN correlation)
Nuclear charge Z                   10
Radial box                         20.0 bohr
B-spline degree, intervals         9, 70
Coupled radial excitation pairs    304
Largest orbital energy gap         1.47e+06 hartree
1s orbital energy                  -30.30585 hartree
2s orbital energy                  -1.32281 hartree
2p orbital energy                  -0.49803 hartree
Density at nucleus from 1s         581.5483 bohr^-3
Density at nucleus from 2s         32.9818 bohr^-3
Total density at nucleus           614.5301 bohr^-3
1s share of density at nucleus     94.63 percent
Pair-sum error relative to maximum 4.4e-08
S(0), matched kernel               10.000000
S(2), matched kernel               25741.334 hartree^2
S(2), from density at nucleus      25741.375 hartree^2
S(2), matched kernel, converted    1.90604e+07 eV^2
Relative mismatch                  1.6e-06
sqrt(S(2)/S(0))                    50.736 hartree
NEON, KERNEL PARTS OMITTED (same LDA ground state)
S(2), correlation omitted          25743.585 hartree^2
  change from state sums           2.251 hartree^2
  change from force integral       2.251 hartree^2
S(2), all xc omitted               26032.012 hartree^2
  change from state sums           290.678 hartree^2
  change from force integral       290.678 hartree^2
S(2), whole kernel omitted         25328.273 hartree^2
  change from state sums           -413.061 hartree^2
  change from force integral       -413.061 hartree^2
  relative change                  -1.60 percent
```
